Passivity of a charge-controlled memristor and the sign of its incremental memristance, part 2

When can a memristor deliver net energy to its circuit? Suppose the resistance of a thin film is described by a straight line: 10 kΩ when no charge has passed and 2 kΩ after 5 µC. Carried on to 7.5 µC, the line gives −2 kΩ. A simulated element taken slowly from zero to 7.5 µC, swung once by 0.5 µC to either side and brought slowly back then delivers a net 34 nJ.

The current i enters the terminal marked plus, and v is the voltage of that terminal relative to the other, so p = vi is absorbed power. The charge q and flux φ satisfy

dq/dt = i,  dφ/dt = v.

An ideal charge-controlled memristor has φ = φ(q), with φ(0) = 0 here, and incremental memristance M(q) = dφ/dq in ohms. Hence v = M(q)i. The ratio φ/q is the chord slope, which is the average of M between zero and q.

Q is the interval of accessible charges, and W is the absorbed energy. The element is passive if W ≥ 0 for every start in Q and every admissible current; otherwise it is active. The theorem says that it is passive exactly when M ≥ 0 throughout Q. For the converse half, the current brings the charge to a region where M is negative and oscillates there, extracting unlimited energy.

A constant-current transfer in time T, with changes Δq and Δφ, absorbs

W_transfer = Δq Δφ/T.

One period of q = q* + a sin ωt absorbs, for M of degree at most two in q,

W_cycle = π a²ω [M(q*) + a² M″/8],

where M″ is the second derivative with respect to q. If M ≤ −m < 0 on all charges visited, then W_cycle ≤ −π m a²ω.

A closed loop with equal transfer times absorbs

W_loop = 2 Δq Δφ/T + W_cycle.

If Δq Δφ is positive, the loop delivers energy when T > 2 Δq Δφ / |W_cycle|.

### The linear-drift film

Consider a film of thickness D between two electrodes. A layer of thickness w contains many oxygen vacancies and conducts well, while the rest conducts poorly. Let R_on be the resistance of the film when the doped layer fills it, and R_off the resistance when there is no doped layer. The two layers are in series:

v = [R_on w/D + R_off (1 − w/D)] i.

The voltage across the doped layer is R_on (w/D) i. Dividing by its thickness w gives the field R_on i/D. In the linear-drift model the front between the layers moves at the vacancy mobility μ times this field:

dw/dt = μ R_on i/D.

Count q from the state w = 0. Integration gives w = μ R_on q/D, or

w/D = q/q_D,  q_D = D²/(μ R_on).

Substitution into the series resistance gives

M(q) = R_off − (R_off − R_on) q/q_D.

The front must lie inside the film, so Q is the interval from 0 to q_D.

Take rough typical values for a titania film: D = 10 nm and μ = 1.0 × 10⁻¹⁰ cm²/Vs, which is 1.0 × 10⁻¹⁴ m²/Vs. Let R_on = 2 kΩ and R_off = 10 kΩ, and let the film be a square of side 100 nm. Then

q_D = (10⁻⁸ m)² / (10⁻¹⁴ m²/Vs × 2000 Ω) = 5.0 × 10⁻⁶ C = 5.0 µC.

Over Q the memristance falls from 10 kΩ to 2 kΩ. Its least value is positive, so the model film is passive.

For a cycle inside Q, take centre 2.5 µC, amplitude 2.0 µC and frequency 8 Hz, so that ω = 50.27 rad/s. At the centre M = 10 − 8 × 2.5/5 = 6 kΩ. Since M is linear,

W_cycle = π (2.0 × 10⁻⁶)² × 50.27 × 6000 J = 3.79 µJ.

Numerical integration of the front motion together with the absorbed power also gives 3.79 µJ.

### The same line carried too far

Now let the formula for M continue beyond q_D, as in the opening example. With q in µC,

M = 10 − 1.6 q  (kΩ),

which vanishes at 6.25 µC and is negative beyond. At q* = 7.5 µC it equals −2 kΩ. If such charges are declared accessible, the theorem says that the element is active.

Take a = 0.5 µC at the same 8 Hz. The charge runs from 7.0 to 8.0 µC, where M runs from −1.2 to −2.8 kΩ. The cycle energy is

W_cycle = π (0.5 × 10⁻⁶)² × 50.27 × (−2000) J = −79.0 nJ.

The bound used in the proof, with m = 1.2 kΩ, requires at most −47.4 nJ, and the actual value lies below it.

The cost of reaching q* from zero follows from the flux. Integrating M gives

φ(q) = R_off q − (R_off − R_on) q²/(2 q_D),

and at 7.5 µC the two terms are 75 mWb and 45 mWb, so φ = 30 mWb. The chord slope is 30 mWb/7.5 µC = 4 kΩ. It is positive, although the incremental memristance at the same charge is −2 kΩ.

For a transfer lasting 10 s,

W_transfer = 7.5 × 10⁻⁶ × 0.030/10 J = 22.5 nJ.

The return costs the same. The closed loop with one cycle absorbs

W_loop = 22.5 − 79.0 + 22.5 = −34.0 nJ.

This is the energy quoted at the start. With ten cycles between the same two transfers the total is 45.0 − 789.6 = −744.6 nJ.

Keep the oscillation fixed and shorten each transfer to 1 s. Each transfer now costs 225 nJ, and the loop with one cycle absorbs 450 − 79 = +371 nJ. An observer who ran just this loop would see nothing wrong. The sign changes at a transfer time of

2 × 7.5 × 10⁻⁶ × 0.030/(79.0 × 10⁻⁹) s = 5.7 s.

A series resistor can hide the fault as well. A resistance R_s carries the same current, so the pair has memristance M + R_s. With R_s = 2.8 kΩ the sum is nonnegative up to 8.0 µC, and the pair is passive over that range. Passivity of the pair thus does not imply passivity of the memristor in it.

### Repairing the simulation

In the film the front stops when it reaches the electrode. Current can continue to flow, but the front no longer counts the charge, and the resistance stays at R_on. A simulation should therefore limit the state variable w to the range from 0 to D. The resistance then lies between R_on and R_off, both positive, and the power Ri² cannot be negative.

Another possible repair is to keep q as the state and set M(q) = R_on for q > q_D, with M(q) = R_off for q < 0. This M is continuous and positive, so the element is passive, but it remembers something different. After an overshoot beyond q_D, the whole excess charge must be withdrawn before the resistance begins to rise. With the front limited to the film, the resistance begins to rise as soon as the current reverses. Passivity alone does not choose between the two laws.

### A positive chord with a negative slope

The false line above has a positive chord at 7.5 µC, but its chord slope becomes negative at large enough charge. The following flux curve has a positive chord slope at every charge and is still active. Let

φ = R q (1 − 1.9 s + s²),  s = q/q_s,

with R = 10 kΩ and q_s = 5 µC. The chord slope is R(1 − 1.9 s + s²). Completing the square,

1 − 1.9 s + s² = (s − 0.95)² + 0.0975,

so φ/q is at least 975 Ω.

For the incremental memristance, write φ = R q_s (s − 1.9 s² + s³) and use dφ/dq = (1/q_s) dφ/ds:

M = R (1 − 3.8 s + 3 s²).

The derivative −3.8 + 6s vanishes at s = 0.6333, that is at q = 3.167 µC. There M = R(1 − 3.8²/12) = −2033 Ω.

Oscillate about this charge with a = 1 µC at 8 Hz. The swing in s is 0.2 to either side. At its ends M has risen by 3R × 0.2² = 1200 Ω and is still negative. The second derivative is M″ = 6R/q_s², so

a²M″/8 = 10000 × 6 × 0.2²/8 Ω = 300 Ω.

The cycle energy is

W_cycle = π (10⁻⁶)² × 50.27 × (−2033 + 300) J = −0.274 µJ.

A direct sum of flux and charge increments along the cycle gives the same value. Constant-current charging from zero would absorb energy at every final charge, yet this oscillation extracts it.

### A search that does not use the slope

The theorem was also tested on random flux curves. Each curve, in dimensionless units on the interval from 0 to 1, had a slope made of a random constant and four cosines with random amplitudes and phases. Curves whose least slope was within 0.05 of zero were set aside, because a finite search may miss a slope that is only slightly negative. For the others the absorbed energy was computed from flux and charge alone. A piece of constant current of duration τ absorbs Δq Δφ/τ, and such pieces were added along small oscillations centred throughout the interval and along 300 random paths.

For 45 curves the least slope was positive, and no path with negative energy was found. For the other 28 the least slope was negative, and such a path was found each time. A search over finitely many paths cannot prove passivity, which is the task of the proof. It could have produced a counterexample, and it did not.

### How far a real film departs from the model

The parameters describe a simple film, not a particular device. Many real oxide cells conduct through a narrow filament rather than a uniform front, and they can switch far faster than the 8 Hz cycle used here. The mobility is also too high for a lasting memory. At 300 K, with doubly charged vacancies, the Einstein relation gives a diffusion spread of 4.0 nm in half a period, against a front excursion of 8.0 nm. If the vacancies are the donors and the film stays neutral, the profile relaxes with three times this diffusion coefficient, and the spread is about 7 nm. The spread grows as the square root of time, so after 1 s even the smaller value would be four times larger, about 16 nm, which exceeds the film thickness. A cell that keeps its state for years must have a far lower mobility at rest.

Temperature is the other serious limitation. The peak power of 64 µW, if held steadily and released uniformly in the film, would warm its middle by about 5 K. This estimate assumes thick metal electrodes on both sides and thermal conductivities of 3 W/mK for the film and 70 W/mK for the metal. It leaves out the thermal resistance of the metal–oxide interfaces. At a heat flux of 3.2 GW/m² through each, an interface conductance of 100 to 500 MW/m²K would add 6 to 32 K, so the 5 K is a low estimate. With an activation energy of 0.59 eV, inferred from the chosen mobility and an assumed attempt rate of 10¹³ per second, a warming of 5 K raises the mobility by a factor of 1.4, and a warming of 20 K by a factor of about 4. At 358 K the factor is 33. Since q_D is inversely proportional to μ, it would fall from 5 µC to about 0.15 µC if the two limiting resistances stayed fixed. The 2 µC oscillation would then drive the front into both electrodes, and the resistance would no longer be a function of charge alone.

Nonlinear hopping matters less for the kinetics, but the field leaves little margin. At peak current it is 0.20 MV/cm in the doped layer and 1.0 MV/cm in the undoped layer. For a hop length of 0.3 nm, nonlinear hopping makes the drift faster than the linear law by 0.9 % and 24 % respectively. Even linear drift is five times faster in the undoped layer, 1.0 µm/s against 0.2 µm/s at peak current, so vacancies that leave an advancing front run ahead of it and the front broadens. The sharp front is an assumption of the model. A field of 1 MV/cm is also near the rough range in which titania films may break down.

None of these changes in the front motion makes the film active by itself. As long as v = R i with R ≥ 0, the power is Ri², whatever law governs the state behind R. The size of the effect on the cycle energy can be bounded too. For the inside cycle,

∫ i² dt = a²ω² ∫ cos²ωt dt = π a²ω.

If R stays between 2 and 10 kΩ, the energy lies between 2/6 and 10/6 of 3.79 µJ, that is between 1.3 and 6.3 µJ. Diffusion, heating and nonlinear hopping can move it within this range under the same current, but they cannot change its sign.

The converse half of the theorem does not carry over so freely. It relied on the current being able to bring the state to the negative region and hold it there. With diffusion or heating this may be impossible, and a negative R at some state would need a separate analysis.

### Effects that change the element itself

At the largest charge of the inside cycle, 4.5 µC, the undoped gap is 1.0 nm wide, and electrons can tunnel through it. For an assumed barrier of 1 eV and the free-electron mass, a low-voltage estimate, good only to a factor of a few, gives a tunnel conductance of 1.1 % of the ohmic conductance of the gap. The barrier is a guess, and the result depends on it exponentially: at 0.5 eV the share would be roughly 10 to 30 %, and at 0.3 eV the two conductances would be comparable. For electron mobilities of 0.1 to 1 cm²/Vs the screening length in the undoped layer is about 1 to 3 nm, so a gap this narrow is not a separate ohmic layer in any case. Tunnelling adds a parallel path that also dissipates.

The film capacitance, for a relative permittivity of 50, is 0.44 fF. At 8 Hz the displacement current is at most of order 2 × 10⁻¹⁰ of the peak conduction current. It is negligible here, but a capacitance stores energy, so at high frequency it would have to be included as a separate element.

An electromotive force would change the element in kind. A vacancy concentration ratio of 100 across the film would correspond to an electrostatic potential difference of about 60 mV at 300 K if vacancies alone carried the current. The terminals sense the Fermi level of the electrons. If the vacancies are the donors, the electron density changes by the same ratio, which adds (kT/e) ln 100 = 119 mV and brings the total to about 180 mV. In this film electrons carry almost all of it, and they short-circuit the vacancy cell from within. Only a small fraction of such a voltage reaches the terminals, of the order of the vacancies' share of the total conductance. Even if every oxygen site held a mobile vacancy, their conductance would be about 2 × 10⁻¹⁰ S, against 1.7 × 10⁻⁴ S for a film of 6 kΩ, and only about 0.2 µV would remain. The effect can matter in cells that block electrons much better. If a voltage V_e of this kind appears at the terminals,

v = R i + V_e,  p = R i² + V_e i.

For V_e > 0 the power is negative when −V_e/R < i < 0. The element can then deliver energy although R is positive. For the film considered here, with R = 6 kΩ and V_e of about 0.2 µV at most, this range ends below about 40 pA, which is negligible against the peak current of 101 µA.

This does not contradict the theorem, because v is no longer zero at i = 0 and the element is no longer an ideal memristor. The delivered energy has to be charged to the concentration difference that drives it. Whether the total is finite depends on how that difference runs down, which the relation φ = φ(q) does not describe.

For a fitted law v = M(q)i the practical check is therefore the least value of M over all charges the circuit can reach, including overshoots. For a real cell it must be accompanied by a measurement of the voltage at zero current. The numerical output below lists most of the values used in the examples.

Computed values

```
random curves: passive 45, active 28, all matched
film thickness 10.0 nm, side 100 nm
R_on 2.0 kOhm, R_off 10.0 kOhm
vacancy mobility 1.0e-10 cm2/Vs
full charge q_D 5.000 uC
frequency 8.0 Hz, omega 50.265 rad/s
inside cycle: centre 2.50 uC, amplitude 2.00 uC
inside cycle: M at centre 6.000 kOhm
inside cycle: W simulated 3.7899 uJ
inside cycle: W formula 3.7899 uJ
false law: M = 0 at 6.250 uC
false law: q* 7.50 uC, amplitude 0.50 uC
false law: M(q*) -2.000 kOhm
false law: flux(q*) 30.000 mWb
false law: bound m 1.200 kOhm
false law: W per cycle -78.957 nJ, bound -47.374 nJ
slow transfer 10.0 s: cost each way 22.500 nJ
slow loop, 1 cycle: W -33.957 nJ
slow loop, 10 cycles: W -744.568 nJ
fast transfer 1.0 s: cost each way 225.000 nJ
fast loop, 1 cycle: W 371.043 nJ
break-even transfer time, 1 cycle 5.699 s
chord case: R 10.0 kOhm, q_s 5.0 uC
chord case: least flux/q 975.0 Ohm
chord case: least slope -2033.3 Ohm
chord case: centre 3.1667 uC, amplitude 1.00 uC
chord case: W per cycle -0.2737 uJ
peak current 100.53 uA, peak voltage 0.671 V
peak field: doped 0.201, undoped 1.005 MV/cm
temperature 300 K, hop 0.30 nm, valence 2
hopping speed gain: doped 1.009, undoped 1.243
diffusion spread in half a period 4.02 nm
front excursion in half a period 8.00 nm
thermal conductivity: film 3, metal 70 W/mK
peak power 64.48 uW, steady heating at that power 4.73 K
attempt rate 1.0e+13 1/s, implied activation 0.586 eV
mobility factor from self-heating 1.40
mobility factor at 358 K 33.0
narrowest undoped gap 1.00 nm, barrier 1.0 eV
tunnel/ohmic conductance of that gap 1.12e-02
relative permittivity 50, capacitance 0.443 fF
displacement/conduction current, upper size 2.2e-10
emf for concentration ratio 100: 59.5 mV
```
